# Power Broadening in Steady-State Laser-Induced Fluorescence of a Two-Level Atom

A narrow laser is scanned across an atomic line, the fluorescence is recorded, and the width of the recorded profile is read as a property of the atoms. If the atoms all share one resonance frequency and the laser is strong enough to saturate the transition, that reading fails. In the argon example below, a line with a natural width of 5.25 MHz appears 10.50 MHz wide. Someone who ascribed the excess to collisions would infer a doubled rate of coherence loss where there is no collision at all. The density inferred from the peak would also be wrong: the line-centre signal is one quarter of what linear extrapolation from weak light predicts.

Both errors are governed by one number, the line-centre saturation parameter $S$. For atoms that share the same resonance and see the same intensity, the full width at half maximum (FWHM) of the excitation profile is the weak-light width multiplied by $\sqrt{1+S}$.

## The model

The atom has a lower state $g$ and an upper state $e$, separated by $\hbar\omega_0$. The upper population decays at the total rate $\Gamma$, and every decay returns the atom to $g$. The radiative part of $\Gamma$ is $A$. The laser is monochromatic, with angular frequency $\omega$ and detuning $\Delta=\omega-\omega_0$. Its intensity $I$ is uniform over the observed atoms and is held fixed during the scan. The gas is optically thin.

The coherence between the two states decays at the rate $\gamma=\Gamma/2+\gamma_\phi$. The first term appears because the upper-state amplitude decays at half the rate of its population. The second is dephasing, for example by elastic collisions. All atoms have the same $\omega_0$ and $\gamma$, which is the meaning of homogeneous broadening.

The recorded signal per atom is proportional to $A\rho_{ee}$, where $\rho_{ee}$ is the upper-state fraction. If the detection efficiency is constant over the scan, the signal has the shape of $\rho_{ee}(\Delta)$.

## First derivation: the density matrix

Let the field be $E_0\cos\omega t$ and let $d$ be the real dipole matrix element along it. The interaction energy $-dE$ gives

$$H=\hbar\omega_0|e\rangle\langle e|-\hbar\Omega\cos\omega t\,\big(|e\rangle\langle g|+|g\rangle\langle e|\big),\qquad \Omega=\frac{dE_0}{\hbar}.$$

Taking matrix elements of $\dot\rho=-(i/\hbar)[H,\rho]$ and adding the decay terms,

$$\dot\rho_{ee}=-\Gamma\rho_{ee}+i\Omega\cos\omega t\,(\rho_{ge}-\rho_{eg}),$$

$$\dot\rho_{eg}=-(\gamma+i\omega_0)\rho_{eg}+i\Omega\cos\omega t\,(\rho_{gg}-\rho_{ee}).$$

The coherence oscillates near the laser frequency, so write $\rho_{eg}=\sigma e^{-i\omega t}$ with $\sigma$ slowly varying. In the first equation,

$$\cos\omega t\,\rho_{ge}=\tfrac12\left(e^{i\omega t}+e^{-i\omega t}\right)\sigma^*e^{i\omega t}=\tfrac12\sigma^*\left(e^{2i\omega t}+1\right).$$

The term at $2\omega$ averages out over many optical cycles and is dropped; this is the rotating-wave approximation. Since $\sigma^*-\sigma=-2i\,\mathrm{Im}\,\sigma$,

$$\dot\rho_{ee}=-\Gamma\rho_{ee}+\Omega\,\mathrm{Im}\,\sigma.$$

In the second equation, $\dot\sigma=i\omega\sigma+e^{i\omega t}\dot\rho_{eg}$. The same approximation replaces $e^{i\omega t}\cos\omega t$ by $1/2$, so

$$\dot\sigma=-(\gamma-i\Delta)\sigma+\frac{i\Omega}{2}(\rho_{gg}-\rho_{ee}).$$

The dropped terms matter little when $\omega$ far exceeds $\Gamma$, $\gamma$, $\Omega$ and $|\Delta|$. Even for an artificially low $\omega_0=100\,\Gamma$, with $S=3$, $\gamma=\Gamma/2$ and $\Delta=0.4\,\Gamma$, integration with the full cosine field gives a cycle-averaged upper population only 0.26% above the rotating-wave value. For the argon line, $\omega_0/\Gamma$ is larger than $10^7$.

In steady state $\dot\sigma=0$. Multiplying numerator and denominator by $\gamma+i\Delta$ separates the real and imaginary parts:

$$\sigma=\frac{i\Omega}{2}\,\frac{\rho_{gg}-\rho_{ee}}{\gamma-i\Delta}
=\frac{\Omega}{2}\,\frac{i\gamma-\Delta}{\gamma^2+\Delta^2}\,(\rho_{gg}-\rho_{ee}).$$

Putting $\mathrm{Im}\,\sigma$ into $\dot\rho_{ee}=0$ gives a population balance:

$$\Gamma\rho_{ee}=R(\rho_{gg}-\rho_{ee}),\qquad R=\frac{\Omega^2}{2}\,\frac{\gamma}{\gamma^2+\Delta^2}.$$

Closure means $\rho_{gg}=1-\rho_{ee}$. Then $\Gamma\rho_{ee}=R-2R\rho_{ee}$, or

$$\rho_{ee}=\frac{R}{\Gamma+2R}.$$

The 2 arises because each excitation both fills $e$ and empties $g$. At line centre $R_0=\Omega^2/(2\gamma)$. Define

$$S=\frac{2R_0}{\Gamma}=\frac{\Omega^2}{\Gamma\gamma}.$$

Then $2R/\Gamma=S/(1+\Delta^2/\gamma^2)$. Dividing numerator and denominator of $\rho_{ee}$ by $\Gamma$ and multiplying both by $1+\Delta^2/\gamma^2$,

$$\boxed{\rho_{ee}(\Delta)=\frac{S/2}{1+S+\Delta^2/\gamma^2}}$$

The peak is $S/[2(1+S)]$. Half of it is reached when the denominator has doubled, at $\Delta^2/\gamma^2=1+S$. The full angular width is therefore $2\gamma\sqrt{1+S}$, and division by $2\pi$ gives the width in ordinary frequency:

$$\boxed{\Delta\nu=\frac{\gamma}{\pi}\sqrt{1+S}}$$

### What broadens the line

The coherence decay rate $\gamma$ has not changed. Compare the signal with its linear extrapolation, $\rho_{\rm lin}=R/\Gamma$:

$$\frac{\rho_{ee}}{\rho_{\rm lin}}=\frac{1}{1+2R/\Gamma}=\frac{1}{1+S/(1+\Delta^2/\gamma^2)}.$$

The reduction is strongest at the centre and disappears in the far wings. For $S=3$ the ratio is 0.25 at the centre and 0.625 at $\Delta=2\gamma$. The profile is flattened from the top, so its half-height points move outward.

For $S\ll1$, the signal is proportional to intensity and the width is $\gamma/\pi$. For $S\gg1$, the peak fraction tends to $1/2$, because absorption and stimulated emission then nearly balance, while the width grows as $\sqrt S$, that is, as the square root of intensity.

The area of the profile behaves differently from its peak. With $a=\gamma\sqrt{1+S}$,

$$\int_{-\infty}^{\infty}\rho_{ee}\,d\Delta=\frac{S\gamma^2}{2}\int_{-\infty}^{\infty}\frac{d\Delta}{a^2+\Delta^2}=\frac{\pi S\gamma^2}{2a}=\frac{\pi\gamma}{2}\,\frac{S}{\sqrt{1+S}}.$$

Relative to linear response, the area is reduced by $1/\sqrt{1+S}$ and the peak by $1/(1+S)$. At $S=3$ these factors are one half and one quarter. A density taken from the area needs the smaller correction.

## Second derivation: photon counting

The second route uses no Rabi frequency. It treats absorption and stimulated emission as random events with a cross-section, and finds that cross-section from thermal equilibrium.

**Integrated cross-section.** Place the atom, with radiative decay only, in isotropic thermal radiation with mean photon number $\bar n$ per mode. The photon flux per unit frequency, summed over directions and polarizations, is $F\bar n$ with $F=8\pi/\lambda^2$. Let $\Sigma_a$ and $\Sigma_s$ be the direction-averaged cross-sections for absorption and stimulated emission, integrated over frequency. The line is narrow, so $\bar n$ is constant across it. Equilibrium requires

$$N_g\Sigma_aF\bar n=N_e\left(A+\Sigma_sF\bar n\right).$$

The Boltzmann ratio is $N_g/N_e=e^{\hbar\omega_0/k_BT}$, and Planck's law $\bar n=1/(e^{\hbar\omega_0/k_BT}-1)$ turns it into $(\bar n+1)/\bar n$. Hence

$$(\bar n+1)\,\Sigma_aF=A+\Sigma_sF\bar n .$$

This must hold at every temperature, so the terms with and without $\bar n$ must agree separately:

$$\Sigma_a=\Sigma_s=\frac{A}{F}=\frac{\lambda^2A}{8\pi}.$$

**Polarization.** A single pair of states has one dipole direction, which may be a complex unit vector for circular polarization. The coupling is the squared projection of the light's polarization on it. For isotropic unpolarized light the squared projections on three orthogonal directions are equal on average and sum to one, so each is $1/3$. Matched laser light has projection one, and its integrated cross-section is three times larger, $3\lambda^2A/(8\pi)$.

**Line shape.** After a brief, weak pulse the atomic dipole oscillates freely at $\omega_0$ and decays as $e^{-\gamma\tau}$, where $\tau$ is the time since the pulse. The weak-light absorption spectrum is proportional to

$$\mathrm{Re}\int_0^\infty e^{-(\gamma-i\Delta)\tau}d\tau=\frac{\gamma}{\gamma^2+\Delta^2}.$$

Since $\int d\Delta\,\gamma/(\gamma^2+\Delta^2)=\pi$ and $d\nu=d\Delta/2\pi$, the shape normalized to unit area in $\nu$ is $2\gamma/(\gamma^2+\Delta^2)$, with peak $2/\gamma$. The area $\pi$ is fixed by the value of the decay factor at $\tau=0$, which is one for any $\gamma$. Dephasing therefore spreads the absorption over frequency without changing the integrated cross-section. Thus

$$\sigma_a(\Delta)=\frac{\sigma_0}{1+\Delta^2/\gamma^2},\qquad
\sigma_0=\frac{3\lambda^2A}{8\pi}\cdot\frac{2}{\gamma}=\frac{3\lambda^2A}{4\pi\gamma}.$$

**Balance.** The laser photon flux is $I/\hbar\omega$, so the event rate is $W=\sigma_aI/\hbar\omega$, equal in both directions because $\Sigma_a=\Sigma_s$ and the shape is shared. In steady state, upward events balance downward events and decay:

$$W(1-\rho_{ee})=(W+\Gamma)\rho_{ee}\quad\Rightarrow\quad\rho_{ee}=\frac{W}{\Gamma+2W}.$$

With $W=W_0/(1+\Delta^2/\gamma^2)$ and $S=2W_0/\Gamma$, this is the boxed profile again. The saturation parameter now appears in measurable quantities:

$$S=\frac{I}{I_{\rm sat}},\qquad I_{\rm sat}=\frac{\hbar\omega\Gamma}{2\sigma_0}.$$

## What each derivation assumes

The density matrix assumes a coherent field and exponential decay of population and coherence. It follows the phase of the atomic dipole, so within the rotating-wave approximation it also covers transients, including Rabi oscillations.

Photon counting assumes that $W$ depends only on the present intensity and detuning. To see when this is justified, integrate the equation for $\sigma$, with the start in the distant past:

$$\sigma(t)=\frac{i\Omega}{2}\int_0^\infty\left[\rho_{gg}-\rho_{ee}\right]_{t-\tau}e^{-(\gamma-i\Delta)\tau}\,d\tau.$$

The dipole remembers the population difference for a time of order $1/\gamma$. If that difference changes little during this time, it comes out of the integral, and what remains is the line-shape integral of the second derivation. In steady state the difference is constant, so the two routes agree even when $\Omega$ exceeds $\Gamma$. During a short pulse or just after switch-on they can differ.

The routes also need different inputs. The first needs the dipole moment, the second needs $A$. Equating their line-centre rates, $\Omega^2/(2\gamma)=\sigma_0I/\hbar\omega$, removes $\gamma$:

$$\Omega^2=\frac{3\lambda^2AI}{2\pi\hbar\omega}=\frac{6\pi c^2AI}{\hbar\omega^3}.$$

With $I=\tfrac12\varepsilon_0cE_0^2$ and $\Omega=dE_0/\hbar$, this becomes $A=\omega^3d^2/(3\pi\varepsilon_0\hbar c^3)$, the spontaneous emission rate of a dipole transition.

Both derivations assume closure. Suppose instead that atoms leave $e$ for a reservoir at rate $\kappa$, included in $\Gamma$, and return from it to $g$ at rate $r$. The reservoir then holds $\rho_r=(\kappa/r)\rho_{ee}$. Substituting $\rho_{gg}=1-\rho_{ee}(1+\kappa/r)$ into $\Gamma\rho_{ee}=R(\rho_{gg}-\rho_{ee})$ gives

$$\rho_{ee}=\frac{R}{\Gamma+2R\left(1+\kappa/2r\right)}.$$

The width keeps its square-root form, but $S$ is replaced by $S(1+\kappa/2r)$. A slow return makes the line saturate at lower intensity.

## Example: a beam of metastable argon

Argon atoms in the metastable level 1s$_5$ ($J=2$) leave a low-pressure discharge through an orifice, are collimated, and cross a laser beam at right angles. The laser drives the closed transition to 2p$_9$ ($J=3$) at 811.5 nm. Circularly polarized light raises the magnetic quantum number by one in each absorption and so collects the atoms in the pair $m=2$, $m'=3$. From $m'=3$ the atom can decay only to $m=2$, so this pair is a closed two-level system, provided that any magnetic field across the laser beam is too weak to mix the sublevels.

The rough value $A=3.3\times10^7\ \mathrm{s^{-1}}$ is used. Results are given to more figures than it warrants, so that the arithmetic can be followed and small changes compared. Without collisions $\Gamma=A$ and $\gamma=A/2$, so

$$\frac{\gamma}{\pi}=\frac{3.3\times10^7}{2\pi}\ \mathrm{Hz}=5.25\ \mathrm{MHz},\qquad
\sigma_0=\frac{3\lambda^2}{2\pi}=3.14\times10^{-9}\ \mathrm{cm^2}.$$

The saturation intensity is $I_{\rm sat}=\hbar\omega A/(2\sigma_0)=1.285\ \mathrm{mW/cm^2}$. The choice $S=3$ requires $3\times1.285=3.85\ \mathrm{mW/cm^2}$. The predicted width is

$$\Delta\nu=5.252\,\sqrt{1+3}=10.50\ \mathrm{MHz},$$

or 23.1 fm in wavelength. The line-centre upper fraction is $3/(2\times4)=0.375$, and each atom emits $0.375A=1.24\times10^7$ photons per second. Linear extrapolation would give an upper fraction of 1.5, which is impossible.

Solving the steady density-matrix equations numerically and locating the half-height points gives widths of 5.51, 7.43, 10.50 and 17.42 MHz for $S=0.1$, 1, 3 and 10. These agree with $5.252\sqrt{1+S}$ MHz.

## Where a real measurement departs from the law

Each effect below is added separately to the ideal case with $S=3$.

**Velocity spread and laser linewidth.** The flux-weighted speed distribution of an effusive beam is proportional to $v^3e^{-mv^2/2k_BT}$. Its mean, $\tfrac34\sqrt{2\pi k_BT/m}$, is 542 m/s at 400 K. A collimation angle of 1 mrad then gives a Doppler spread of about 0.67 MHz FWHM. Treated as Gaussian, it raises the width to 10.55 MHz. A laser linewidth of 0.3 MHz, modelled as phase diffusion at fixed $\Omega$, raises it to 10.88 MHz.

**Finite transit.** A 2 mm laser beam is crossed in 3.69 µs, or 122 upper-level lifetimes. If the atoms enter with equal populations in the five lower sublevels, rate equations for all twelve sublevels give a transit-averaged width of 9.20 MHz, 12% below the ideal value. This is for atoms at the mean speed and neglects the build-up of optical coherence after entry; including the coherence and the spread of speeds raises the width to about 9.5 MHz. The atoms must first be pumped into the strongly coupled pair. Every pump rate carries the factor $1/(1+\Delta^2/\gamma^2)$, so this takes longer in the wings, which lose a larger fraction of their signal. For a transit of 5000 lifetimes the same calculation returns to within 1% of the ideal width. Pumping the atoms before they enter the probe region would remove nearly all of this deficit.

**Line shifts.** At the steady line-centre rate an atom scatters about 46 photons in transit. Each absorbed photon changes the Doppler shift by 15.2 kHz, so the shift accumulated at exit is about 0.7 MHz. The signal is averaged over the transit, so the recorded peak moves by about half of this, 0.35 MHz. A field of 0.5 G along the laser axis shifts the line by 0.70 MHz, since the magnetic moments of the two stretched states differ by one Bohr magneton. A field of the same size across the laser beam does more harm: it mixes the sublevels and lowers the steady line-centre upper fraction from 0.375 to about 0.25, so it should be compensated. The mean recoil hardly affects the width, which rises to about 10.52 MHz.

**Gaussian laser beam.** This is the largest correction to the width found for the atomic beam. Let $S=S_0s$ with $s=e^{-2r^2/w^2}$, and let $D=1+\Delta^2/\gamma^2$. Since $2\pi r\,dr=-(\pi w^2/2)\,ds/s$, the signal from uniformly distributed atoms, each in its local steady state, is

$$\int_0^\infty\rho_{ee}\,2\pi r\,dr=\frac{\pi w^2}{4}\int_0^1\frac{S_0\,ds}{D+S_0s}=\frac{\pi w^2}{4}\ln\left(1+\frac{S_0}{D}\right).$$

Half of the peak value requires $1+S_0/D=\sqrt{1+S_0}$. Therefore

$$D=\frac{S_0}{\sqrt{1+S_0}-1}=\sqrt{1+S_0}+1,\qquad \frac{\Delta^2}{\gamma^2}=\sqrt{1+S_0}.$$

The width is now $(\gamma/\pi)(1+S_0)^{1/4}$, which is 7.43 MHz for $S_0=3$. Weakly lit atoms at the edge of the beam contribute narrow profiles. Read with the uniform-beam law, this width would give $S=1$ instead of the peak value 3. The result requires an atomic beam wider than the laser beam, so that the atoms fill its cross-section; a thin atomic beam through the laser axis samples less weak light and gives about 8.5 MHz. The local steady state assumes atoms already pumped into the pair $m=2$, $m'=3$. If they instead enter with equal populations in the five lower sublevels, at the mean speed and with $w=1$ mm, the width falls further, to about 6.6 MHz. An aperture that selects the centre of the beam brings the measurement closer to the square-root law.

**Inside the discharge.** If the measurement is made in the discharge itself, the atoms move in all directions and homogeneous broadening is no longer dominant. At 400 K the Doppler width of this line is 837 MHz. If each velocity group is treated as the same two-level atom, without velocity-changing collisions, the total profile is a Gaussian convolved with the power-broadened Lorentzian. Its width is 840.0 MHz in weak light and 842.8 MHz at $S=3$, a change of 0.3%. The width of such a scan hardly reveals saturation, although every resonant atom is saturated. There, saturation can be looked for in the dependence of the signal on laser power. The remaining values are listed in the numerical output.

## Computed values

```
Wavelength: 811.5 nm
Spontaneous decay rate A: 3.30e+07 s^-1
Upper-level lifetime: 30.3 ns
Gas temperature: 400 K
Full collimation angle: 1.0 mrad
Laser beam size along atomic path: 2.0 mm
Laser linewidth (FWHM): 0.30 MHz
Chosen saturation parameter S: 3.0
Peak cross-section: 3.144e-09 cm^2
Saturation intensity: 1.285 mW/cm^2
Laser intensity for chosen S: 3.854 mW/cm^2
Rabi frequency / 2 pi: 6.43 MHz
Line-centre excited fraction: 0.3750
Linear-response value of that fraction: 1.50
Photon emission rate per atom: 1.237e+07 s^-1
Signal / linear response at Delta = 0 gamma: 0.250
Signal / linear response at Delta = 2 gamma: 0.625
Natural FWHM: 5.252 MHz
Power-broadened FWHM, formula: 10.504 MHz
Power-broadened FWHM: 23.07 fm
Master equation, S =  0.1: FWHM 5.508 MHz, peak fraction 0.0455
Master equation, S =  1.0: FWHM 7.428 MHz, peak fraction 0.2500
Master equation, S =  3.0: FWHM 10.504 MHz, peak fraction 0.3750
Master equation, S = 10.0: FWHM 17.419 MHz, peak fraction 0.4545
Full-cosine / rotating-wave population: 1.00258
Mean atomic-beam speed: 542 m/s
Transit time: 3.69 us
Transit time in upper-level lifetimes: 122
Residual Doppler FWHM of beam: 0.668 MHz
FWHM with residual Doppler spread: 10.550 MHz
FWHM with laser linewidth: 10.877 MHz
FWHM with transit and optical pumping: 9.203 MHz
Stretched-pair fraction at exit, line centre: 0.9999
Photons scattered in transit (steady rate): 46
Recoil Doppler shift per photon: 15.16 kHz
Recoil shift at exit, constant-rate estimate: 0.692 MHz
Zeeman shift in 0.5 G axial field: 0.700 MHz
FWHM summed over Gaussian beam of peak S: 7.428 MHz
Doppler FWHM inside discharge: 837.2 MHz
Discharge excitation FWHM, weak laser: 840.0 MHz
Discharge excitation FWHM, chosen S: 842.8 MHz
```
